# The Lévêque Limiting Current on an Electrode in a Laminar Channel: a numerical check

```python
"""Leveque limiting current on an electrode in the wall of a flat channel.

Result under test:
    i(x) = n F D c_b (s / (9 D x))**(1/3) / Gamma(4/3),   i_mean = 1.5 i(L)
x: distance from leading edge, L: electrode length, D: diffusivity,
c_b: bulk concentration, s = 6 U / h: wall shear rate, U: mean speed,
h: channel gap, n: electrons per ion, F: Faraday constant.
Units: cm, s, mol, A. Bath properties are rough typical values for acid copper.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, g as gravity_si
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import gamma, gammainc

F = physical_constants["Faraday constant"][0]
n = 2
D = 5.0e-6            # cm2/s
nu = 0.012            # cm2/s
c_b = 0.25e-3         # mol/cm3
c_acid = 1.8e-3       # mol/cm3
h, width, L = 0.2, 10.0, 5.0   # cm
U = 10.0              # cm/s
density = 1.2         # g/cm3, rough
density_drop = 0.04   # relative, depleted against bulk liquid, rough
conductivity = 0.5    # S/cm, rough
molar_mass_cu = 63.546
shear = 6 * U / h


def k_local(x, diff=D, s=shear):
    """Derived local mass-transfer coefficient, cm/s."""
    return diff * (s / (9 * diff * x)) ** (1 / 3) / gamma(4 / 3)


def solve_channel(xs, diff=D, s=shear, curvature=0.0, cells=800):
    """Finite volumes in y, exact in x; flow speed s*y*(1-curvature*y).

    Returns positions y, profiles c/c_b, local and mean coefficients.
    The mean comes from the reactant missing in the outflow.
    """
    faces = np.linspace(0, 0.25 * h, cells + 1)
    dy = faces[1]
    flow = np.diff(s * (faces**2 / 2 - curvature * faces**3 / 3))
    main = np.full(cells, 2 * diff / dy)
    main[0] = 3 * diff / dy      # wall held at zero concentration
    main[-1] = diff / dy         # no flux at the outer edge
    off = -diff / dy / np.sqrt(flow[:-1] * flow[1:])
    rates, modes = eigh_tridiagonal(main / flow, off)
    start = modes.T @ np.sqrt(flow)
    profiles, local, mean = [], [], []
    for x in xs:
        c = modes @ (np.exp(-rates * x) * start) / np.sqrt(flow)
        profiles.append(c)
        local.append(2 * diff * c[0] / dy)
        mean.append(np.sum(flow * (1 - c)) / x)
    return (faces[:-1] + dy / 2, np.array(profiles),
            np.array(local), np.array(mean))


# Wall shear rate from the momentum balance
y, gap, drive = sp.symbols("y gap drive", positive=True)
u = sp.Function("u")
flow_solution = sp.dsolve(u(y).diff(y, 2) + drive, u(y),
                          ics={u(0): 0, u(gap): 0}).rhs
mean_speed = sp.integrate(flow_solution, (y, 0, gap)) / gap
shear_factor = sp.simplify(
    flow_solution.diff(y).subs(y, 0) * gap / mean_speed)
assert shear_factor == 6

# Normalization integral of the similarity profile
norm_integral = quad(lambda t: np.exp(-t**3), 0, np.inf)[0]
assert abs(norm_integral - gamma(4 / 3)) < 1e-8

# Direct solution against the similarity solution
xs = np.array([0.1 * L, 0.3 * L, L])
ys, profiles, local_num, mean_num = solve_channel(xs)
eta = ys * (shear / (9 * D * L)) ** (1 / 3)
profile_error = np.max(np.abs(profiles[-1] - gammainc(1 / 3, eta**3)))
assert profile_error < 1e-3
local_error = np.max(np.abs(local_num / k_local(xs) - 1))
assert local_error < 2e-3
exponent = np.log(local_num[-1] / local_num[0]) / np.log(xs[-1] / xs[0])
assert abs(exponent + 1 / 3) < 1e-3
mean_ratio = mean_num[-1] / local_num[-1]
assert abs(mean_ratio - 1.5) < 2e-3
share_first_tenth = mean_num[0] * xs[0] / (mean_num[-1] * L)
assert abs(share_first_tenth - 0.1 ** (2 / 3)) < 1e-3

# Scaling with flow and diffusivity, from new direct solutions
flow_gain = solve_channel([L], s=8 * shear)[3][0] / mean_num[-1]
assert abs(flow_gain - 2) < 4e-3
diff_gain = solve_channel([L], diff=1.1 * D)[3][0] / mean_num[-1]
assert abs(diff_gain - 1.1 ** (2 / 3)) < 1e-3
shear_gain = solve_channel([L], s=1.1 * shear)[3][0] / mean_num[-1]
assert abs(shear_gain - 1.1 ** (1 / 3)) < 1e-3

# Dimensionless form
d_h = 2 * h
Re, Sc = U * d_h / nu, nu / D
sh_coefficient = 1.5 * (4 / 3) ** (1 / 3) / gamma(4 / 3)
sh_formula = sh_coefficient * (Re * Sc * d_h / L) ** (1 / 3)
sh_numeric = mean_num[-1] * d_h / D
assert abs(sh_numeric / sh_formula - 1) < 2e-3

# Velocity-profile curvature, with mesh test
curve_change = []
for cells in (400, 800):
    curved = solve_channel([L], curvature=1 / h, cells=cells)[3][0]
    straight = solve_channel([L], cells=cells)[3][0]
    curve_change.append(curved / straight - 1)
curve_shift = abs(curve_change[1] - curve_change[0])
assert curve_change[1] < 0 and curve_shift < 0.05 * abs(curve_change[1])


def side_wall_change(ny):
    """Relative change of width-averaged current from real duct flow."""
    nz = int(round(width / h)) * ny
    step = 1 / ny

    def second(m):
        return diags([-1, 2, -1], [-1, 0, 1], shape=(m, m)) / step**2

    matrix = (kron(identity(nz - 1), second(ny - 1))
              + kron(second(nz - 1), identity(ny - 1))).tocsc()
    speed = spsolve(matrix, np.ones(matrix.shape[0]))
    speed = np.pad(speed.reshape(nz - 1, ny - 1), ((0, 0), (1, 1)))
    average = np.sum(simpson(speed, dx=step, axis=1)) / nz
    wall_slope = (4 * speed[:, 1] - speed[:, 2]) / (2 * step)
    return np.sum((wall_slope / (6 * average)) ** (1 / 3)) / nz - 1


side_coarse, side_fine = side_wall_change(20), side_wall_change(40)
assert abs(side_fine) < 0.02 and abs(side_fine - side_coarse) < 2e-3

# Migration in a stagnant film: Cu(2+), H(+), HSO4(-)
c_h, c_an = c_acid - c_b, c_acid + c_b
migration = (c_b + c_h + c_an - 2 * np.sqrt(c_h * c_an)) / c_b
charges = np.array([2.0, 1.0, -1.0])
fluxes = np.array([migration, 0.0, 0.0])   # in units of D c_b / film


def ion_slopes(_, c):
    field = charges @ fluxes / (charges**2 @ c)
    return fluxes - charges * c * field


film = solve_ivp(ion_slopes, (1, 0), np.array([c_b, c_h, c_an]) / c_b,
                 rtol=1e-9, atol=1e-11)
surface_copper = film.y[0, -1]
assert film.success and abs(surface_copper) < 1e-6

# Worked example
to_ma = 1e3 * n * F * c_b
i_end = to_ma * k_local(L)
i_mean = 1.5 * i_end
i_mean_num = to_ma * mean_num[-1]
assert abs(i_mean_num / i_mean - 1) < 2e-3
total = i_mean * width * L / 1e3
used = total / (n * F * c_b * U * h * width)
film_end = D / k_local(L)
axial_length = np.sqrt(D / shear)
axial_share = (axial_length / L) ** (2 / 3)
cap_length = L / 15**3          # local current above ten times the mean
cap_share = (cap_length / L) ** (2 / 3)
buoy_vertical = 100 * gravity_si * density_drop * film_end / nu / shear
buoy_horizontal = buoy_vertical * film_end / (3 * L)

print(f"Copper concentration: {c_b*1e3:.2f} mol/L")
print(f"Sulfuric acid concentration: {c_acid*1e3:.2f} mol/L")
print(f"Diffusivity D: {D:.1e} cm2/s")
print(f"Kinematic viscosity: {nu:.3f} cm2/s")
print(f"Gap, width, electrode length: {h:.1f}, {width:.1f}, {L:.1f} cm")
print(f"Mean speed U: {U:.1f} cm/s")
print(f"Faraday constant: {F:.2f} C/mol")
print(f"Wall shear factor s h/U: {shear_factor}")
print(f"Wall shear rate s: {shear:.1f} 1/s")
print(f"Reynolds number: {Re:.1f}; Schmidt number: {Sc:.0f}")
print(f"Gamma(4/3), by quadrature: {norm_integral:.5f}")
for x in (0.1, 1.0, L):
    print(f"x = {x:.1f} cm: current {to_ma*k_local(x):.2f} mA/cm2, "
          f"film {1e4*D/k_local(x):.1f} um")
print(f"Mean limiting current, formula: {i_mean:.2f} mA/cm2")
print(f"Mean limiting current, direct: {i_mean_num:.2f} mA/cm2")
print(f"Mean limiting current, formula: {i_mean*10:.1f} A/m2")
print(f"Total current: {total:.3f} A")
print(f"Copper consumed in one pass: {100*used:.3f} %")
print(f"Direct solution, exponent of x: {exponent:.5f}")
print(f"Direct solution, mean/trailing edge: {mean_ratio:.5f}")
print(f"Direct solution, share of first tenth: {share_first_tenth:.4f}")
print(f"Largest profile error, c/c_b: {profile_error:.1e}")
print(f"Largest local-current difference: {100*local_error:.3f} %")
print(f"Direct current gain for 8 times the flow: {flow_gain:.4f}")
print(f"Sherwood coefficient: {sh_coefficient:.4f}")
print(f"Mean Sherwood number, formula: {sh_formula:.2f}")
print(f"Mean Sherwood number, direct: {sh_numeric:.2f}")
print(f"Migration, film model: {100*(migration-1):+.1f} %")
print(f"Curved velocity profile: {100*curve_change[1]:+.3f} %")
print(f"  shift on halving the mesh: {100*curve_shift:.4f} % points")
print(f"Side walls: {100*side_fine:+.3f} %")
print(f"  shift on halving the mesh: "
      f"{100*abs(side_fine-side_coarse):.4f} % points")
print(f"Diffusivity 10 % higher: {100*(diff_gain-1):+.2f} %")
print(f"Wall shear 10 % higher: {100*(shear_gain-1):+.2f} %")
print(f"Axial-diffusion length: {1e4*axial_length:.2f} um")
print(f"  current share of that strip: {100*axial_share:.3f} %")
print(f"Strip above ten times mean current: {1e4*cap_length:.1f} um")
print(f"  current share of that strip: {100*cap_share:.2f} %")
print(f"Relative density drop, rough input: {density_drop:.2f}")
print(f"Buoyant/forced shear, vertical: {100*buoy_vertical:.1f} %")
print(f"Buoyant/forced shear, horizontal: {100*buoy_horizontal:.4f} %")
print(f"Bath density, rough input: {density:.1f} g/cm3")
print(f"Deposition wall velocity / mass-transfer coefficient: "
      f"{100*c_b*molar_mass_cu/density:.2f} %")
print(f"Conductivity, rough input: {conductivity:.1f} S/cm")
print(f"Ohmic drop across gap at mean current: "
      f"{i_mean*h/conductivity:.1f} mV")
print(f"Flow development length U(h/2)^2/nu: {U*(h/2)**2/nu:.1f} cm")
print("every check passed")
```

Running it gives:

```
Copper concentration: 0.25 mol/L
Sulfuric acid concentration: 1.80 mol/L
Diffusivity D: 5.0e-06 cm2/s
Kinematic viscosity: 0.012 cm2/s
Gap, width, electrode length: 0.2, 10.0, 5.0 cm
Mean speed U: 10.0 cm/s
Faraday constant: 96485.33 C/mol
Wall shear factor s h/U: 6
Wall shear rate s: 300.0 1/s
Reynolds number: 333.3; Schmidt number: 2400
Gamma(4/3), by quadrature: 0.89298
x = 0.1 cm: current 109.53 mA/cm2, film 22.0 um
x = 1.0 cm: current 50.84 mA/cm2, film 47.4 um
x = 5.0 cm: current 29.73 mA/cm2, film 81.1 um
Mean limiting current, formula: 44.60 mA/cm2
Mean limiting current, direct: 44.60 mA/cm2
Mean limiting current, formula: 446.0 A/m2
Total current: 2.230 A
Copper consumed in one pass: 0.231 %
Direct solution, exponent of x: -0.33333
Direct solution, mean/trailing edge: 1.50001
Direct solution, share of first tenth: 0.2154
Largest profile error, c/c_b: 3.7e-06
Largest local-current difference: 0.000 %
Direct current gain for 8 times the flow: 2.0000
Sherwood coefficient: 1.8488
Mean Sherwood number, formula: 73.95
Mean Sherwood number, direct: 73.95
Migration, film model: +14.0 %
Curved velocity profile: -0.548 %
  shift on halving the mesh: 0.0000 % points
Side walls: -0.060 %
  shift on halving the mesh: 0.0270 % points
Diffusivity 10 % higher: +6.56 %
Wall shear 10 % higher: +3.23 %
Axial-diffusion length: 1.29 um
  current share of that strip: 0.087 %
Strip above ten times mean current: 14.8 um
  current share of that strip: 0.44 %
Relative density drop, rough input: 0.04
Buoyant/forced shear, vertical: 8.8 %
Buoyant/forced shear, horizontal: 0.0048 %
Bath density, rough input: 1.2 g/cm3
Deposition wall velocity / mass-transfer coefficient: 1.32 %
Conductivity, rough input: 0.5 S/cm
Ohmic drop across gap at mean current: 17.8 mV
Flow development length U(h/2)^2/nu: 8.3 cm
every check passed
```
